The three-halves law for the uniform switching barrier near the spinodal field

**1. The decision that depends on this result**

A thermally activated switching calculation needs the barrier as a function of field. If the barrier is tabulated at a few fields and interpolated, or fitted to a power of the distance from a limiting field, the power and the limiting field must be chosen. For a uniform ferroelectric with a quartic Landau energy, the power is 3/2 and the limiting field is the spinodal field, at which the metastable state ceases to exist. A measured coercive field may not be put in its place, because a sample can switch earlier by a nonuniform route or by thermal escape.

Two formulas follow: a power law for quick estimates and a closed form for use at any field below the spinodal. Section 6 gives a condition that must hold if the uniform barrier is to be the lowest one in a grain of given width.

**2. Model and spinodal field**

Let P be the polarization along one polar axis and E the field inside the ferroelectric, held fixed during switching. The energy density is

f(P) = −aP²/2 + bP⁴/4 − EP, with a > 0 and b > 0.

A linear background permittivity adds a term that depends on E but not on P, so it cancels from every barrier at fixed E. The initial state has P < 0 and the field E ≥ 0 opposes it. The other orientation follows by reversing the signs of P and E together.

The first two derivatives are

f′ = −aP + bP³ − E,
f″ = −a + 3bP².

Stationary states satisfy E = −aP + bP³. On the side P < 0 the right-hand side has zero slope at P = −P_s, where

P_s = √(a/3b).

Its second derivative, 6bP, is negative there, so the point is a maximum. Its height is the spinodal field. Using a = 3bP_s²,

E_c = aP_s − bP_s³ = 2bP_s³ = (2a/3)√(a/3b).

For 0 ≤ E < E_c there is one solution with P < −P_s, where f″ > 0, and one with −P_s < P ≤ 0, where f″ < 0. The first is the metastable well P_w and the second is the barrier top P_u. At E = E_c they merge. The barrier density is Δf = f(P_u) − f(P_w), and the barrier in energy units is Δf times the volume that switches together.

**3. Why the power is three halves**

Write P = −P_s + x and δ = E_c − E. Expanding the cube in f′ gives

f′ = (aP_s − bP_s³ − E) + (3bP_s² − a)x − 3bP_s x² + bx³.

The first bracket is δ. The second vanishes by the definition of P_s. Hence

f′ = δ − 3bP_s x² + bx³.

When δ is small, the first two terms balance at x of order √δ. The cubic term is then smaller than the quadratic one by the factor x/(3P_s), and to leading order it can be dropped. The stationary points are x = −x₀ (well) and x = +x₀ (barrier top), with

x₀ = √[δ/(3bP_s)].

The barrier is the integral of f′ from the well to the top:

Δf ≈ ∫ (δ − 3bP_s x²) dx, from −x₀ to x₀
= 2δx₀ − 2bP_s x₀³.

Since bP_s x₀² = δ/3, the last term is −(2/3)δx₀, and

Δf ≈ (4/3)δx₀ = (4/3) δ^(3/2)/√(3bP_s).

The power has two sources. The typical slope of the energy between well and top is proportional to δ, and their separation is proportional to √δ.

For use in a code, define ε = 1 − E/E_c. Then δ = 2bP_s³ε and x₀ = P_s√(2ε/3), so

Δf ≈ (4/3)(2bP_s³ε)P_s√(2ε/3) = (8√6/9) bP_s⁴ ε^(3/2).

At zero field the top is at P = 0 and the well at P = −P₀, with P₀ = √(a/b). The barrier there is

Δf₀ = a²/(2b) − a²/(4b) = a²/(4b) = (9/4)bP_s⁴.

Dividing one result by the other gives the power law:

Δf ≈ (32√6/81) Δf₀ ε^(3/2) = 0.9677 Δf₀ ε^(3/2).

**4. Closed form and error of the power law**

Set p = P/P_s and e = E/E_c. In units of bP_s⁴ the energy density becomes

g(p) = p⁴/4 − 3p²/2 − 2ep,

and its stationary points obey p³ − 3p = 2e. With p = 2cosθ the left side is 8cos³θ − 6cosθ = 2cos3θ, so cos3θ = e. Define ψ = arccos(e)/3, which runs from 0 at the spinodal to π/6 at zero field. The three roots are

p_w = 2cos(ψ + 2π/3),
p_u = 2cos(ψ + 4π/3),
p₊ = 2cosψ.

At ψ = π/6 they are −√3, 0 and √3, which identifies them as the well, the top and the final state. The difference formula for cosines gives

p_u − p_w = −4 sin(ψ + π) sin(π/3) = 2√3 sinψ.

Multiplying the root equation by p gives p⁴ = 3p² + 2ep. At any stationary point, therefore,

g = −3p²/4 − 3ep/2.

Subtracting the values at the well and the top,

Δg = (3/4)(p_u − p_w)[−(p_u + p_w) − 2e].

The cubic has no p² term, so its roots add to zero and −(p_u + p_w) = 2cosψ. With e = cos3ψ the bracket is

2cosψ − 2cos3ψ = 4 sin2ψ sinψ = 8 sin²ψ cosψ.

Thus Δg = 12√3 sin³ψ cosψ. Division by the zero-field value 9/4 gives

Δf = Δf₀ (16/√3) sin³ψ cosψ.

To recover the power law with its first correction, put φ = 3ψ. From 1 − cosφ = ε it follows that φ² = 2ε(1 + ε/6 + …), so

ψ³ = (2ε)^(3/2)(1 + ε/4 + …)/27.

Also sin³ψ cosψ = ψ³(1 − ψ² + …), with ψ² = 2ε/9 to leading order. The two corrections combine as 1/4 − 2/9 = 1/36, and

Δf = (32√6/81) Δf₀ ε^(3/2) [1 + ε/36 + O(ε²)].

A bound for all 0 ≤ E < E_c comes from the local exponent n = d lnΔf/d lnε. When the field changes, each stationary point moves, but f′ = 0 there, so only the explicit term −EP contributes:

dΔf/dE = −(P_u − P_w).

In reduced units this reads dΔg/dε = 2(p_u − p_w) = 4√3 sinψ. Hence

n = ε/(3 sin²ψ cosψ).

With c = cosψ, the identity ε = 1 − cos3ψ = (1 − c)(1 + 2c)² and sin²ψ = (1 − c)(1 + c) give

n = (1 + 2c)²/[3c(1 + c)] = 3/2 + (1 − c)(2 + c)/[6c(1 + c)].

The last term is zero at c = 1 and grows as c falls. The exponent therefore rises from 3/2 at the spinodal to 1.540 at zero field. Because n is never below 3/2, the ratio of the exact barrier to the power law increases steadily with ε, from 1 to 1/0.9677. The power law is low by at most 1 − 0.9677, or about 3.2%, of the exact barrier in this range.

This small error does not extend to a field that supports the initial state. The closed form remains valid for −E_c < E < 0, with ψ between π/6 and π/3, and it supplies the reverse barrier needed in a two-way rate calculation. As E approaches −E_c it tends to 3Δf₀, whereas the power law gives 0.9677 × 2^(3/2) Δf₀ = 2.74Δf₀. The closed form should be used for reverse rates.

**5. Evaluation and sensitivity**

Very near the spinodal, arccos(1 − ε) loses digits. Since 1 − cosφ = 2sin²(φ/2), the equivalent expression

ψ = (2/3) arcsin√(ε/2)

avoids the loss, provided that ε itself is supplied accurately. For E ≥ E_c the barrier should be set to zero, since the initial well no longer exists.

For ε below 0.6, the barrier is more sensitive to a relative error in the spinodal field than to the same relative error in the prefactor. At fixed E, dε = (1 − ε) dE_c/E_c. With the prefactor held fixed, the power law then gives

dΔf/Δf ≈ (3/2)[(1 − ε)/ε] dE_c/E_c.

At ε = 0.05 the multiplier is 28.5, so a 1% error in E_c changes the barrier by nearly 30%.

The exponent does not depend on the energy being quartic. Suppose that a smooth energy, coupled to the field through −EP, has a well and a top that merge where f″ = 0 and f‴ ≠ 0. Near that point f′ = δ − (|f‴|/2)x², with the sign of x chosen suitably, and the integral of Section 3 gives

Δf ≈ (4/3) δ^(3/2)/√(|f‴|/2).

For the quartic energy |f‴| = 6bP_s, as before. A positive sextic term was tried whose contribution to f′ is 0.10 of the quartic contribution at P₀. With a and b held fixed it lowers the spinodal field by 1.6%, and the computed exponent stays at 1.500. By the sensitivity formula, even this shift matters close to the spinodal if the old E_c is kept.

**6. When the uniform path is not the lowest**

Let the polarization vary along z, across the polar axis, and add the gradient energy density (G/2)(dP/dz)². The grain has width L and free sides, where dP/dz = 0. A small modulation cos(mπz/L) of the uniform barrier top has the stiffness

f″(P_u) + G(mπ/L)².

The uniform mode, m = 0, is unstable, as it must be at a barrier top. If the mode m = 1 is unstable too, the path can move sideways at the top and lower its highest point, so the uniform barrier is not the lowest one. A necessary condition for the uniform path to be lowest is therefore

|f″(P_u)| < G(π/L)².

Near the spinodal, f″(P_u) ≈ −6bP_s x₀ = −2a√(2ε/3). The coefficient G can be expressed through the half-width ξ of a domain wall. At zero field a wall obeys G d²P/dz² = −aP + bP³. Inserting P = P₀ tanh(z/ξ) gives 2G/ξ² = a, or G = aξ²/2. The condition becomes

ε < (3/8)[π²ξ²/(2L²)]².

The window closes as the fourth power of ξ/L. In the other direction, |f″(P_u)| = a − 3bP_u² never exceeds a for 0 ≤ E < E_c, so a grain with L < πξ/√2 meets the condition at every such field.

Outside the window, one competing route is a nucleus at a side face. Its stationary profile obeys G d²P/dz² = f′(P). Multiplying by dP/dz and integrating from the undisturbed interior, where P = P_w, gives

(G/2)(dP/dz)² = f(P) − f(P_w).

The gradient energy thus equals the excess local energy at each point, and the nucleus energy per unit area of side face is

σ = ∫ √{2G[f(P) − f(P_w)]} dP,

taken from P_w to the value at the face, where f returns to f(P_w). Near the spinodal the energy difference scales as ε^(3/2) and the range of P as ε^(1/2). Hence σ is proportional to ε^(3/4 + 1/2) = ε^(5/4), provided that L is long compared with the nucleus. A fitted exponent near 5/4 instead of 3/2 would thus be consistent with this route, though it would not identify it: any nucleus that varies along one direction only has the same scaling in this model. The route is also the lowest one only if the grain is narrow along the face. If the face is long compared with the nucleus, the same stiffness argument makes this nucleus unstable along the face. A nucleus confined in both lateral directions then lies lower. Each of its two lengths scales as ε^(−1/4), so its energy scales as ε^(3/2 − 1/2) = ε near the spinodal.

**7. Worked example in engineering units**

The round parameters are P₀ = 20 uC/cm², E_c = 2 MV/cm, a film thickness of 10 nm, and a square grain of side 5 nm. Since E_c = 2aP₀/(3√3),

a = 3√3 E_c/(2P₀) = 2.60 × 10¹¹ cm/F,
b = a/P₀² = 6.50 × 10²⁰ cm⁵/(F C²).

The zero-field barrier density, aP₀²/4, is 0.162 eV/nm³. The power law is

Δf ≈ 0.157 ε^(3/2) eV/nm³ (prefactor 25.1 J/cm³).

At 1.8 MV/cm, ε = 0.1 and the law gives 0.157 × 0.0316 = 0.00496 eV/nm³. The closed form gives 0.00498 eV/nm³, higher by 0.3%, in agreement with ε/36. For the grain volume of 250 nm³ the uniform barrier is 1.24 eV.

Next, find the field at which the grain escapes in 1 us at 300 K. With an attempt time of 1 ps, an Arrhenius rate requires the barrier

ΔF = kT ln(10⁶) = 0.02585 × 13.82 = 0.357 eV.

Inverting the power law,

ε = [0.357/(0.157 × 250)]^(2/3) = 0.044,

so the uniform escape field is 2 × (1 − 0.044) = 1.91 MV/cm. The attempt rate also falls near the spinodal, because the well and the top both flatten. If the rate is taken as proportional to √[f″(P_w)|f″(P_u)|], as for overdamped motion, and matched to 1 ps at zero field, the escape field becomes 1.92 MV/cm.

The side-face nucleus matters more. Take ξ = 0.5 nm. The window of Section 6 is

ε < (3/8)(π² × 0.25/50)² ≈ 9 × 10⁻⁴,

where the uniform barrier of the grain is at most about 0.001 eV, far below kT. At any opposing field where the uniform barrier of this grain reaches kT, the uniform path is therefore not the lowest. If only variation along one side of the grain is allowed, its top has three unstable modes at the uniform escape field, while the nucleus has one. Variation along the other side adds further unstable modes to both. The nucleus barrier there is 0.159 eV instead of 0.357 eV. At equal attempt time this shortens the wait by exp(0.198/0.02585), a factor of about two thousand. With the attempt time held at 1 ps, the nucleus lowers the escape field to 1.84 MV/cm. Both barriers are upper bounds on the lowest barrier of the model, and they need not be close to it. A nucleus confined in both lateral directions, at a corner of the grain, can have a much lower barrier and was not computed. The value of 1.84 MV/cm is therefore not the lowest escape field of the model.

**8. Interface layers and real films**

A circuit fixes the voltage V, not the field in the film. Let the film have thickness t and background permittivity ε_b, and let an interface layer in series have thickness d and permittivity ε_d, with no free charge between them. If E_d is the field in the layer, then

V = tE + dE_d,
ε₀ε_b E + P = ε₀ε_d E_d.

Eliminating E_d gives V = TE + sP, with T = t + dε_b/ε_d and s = d/(ε₀ε_d). Putting E = (V − sP)/T into the stationary condition gives

−(a − s/T)P + bP³ = V/T.

This is the quartic problem again, with a replaced by a − s/T and E by V/T. As long as a − s/T is positive, the three-halves law holds in the voltage, with a new spinodal voltage. For d = 0.5 nm, ε_d = 30 and ε_b = 10, with t held at 10 nm, that voltage falls from 2.00 V to 1.82 V. By Section 5, a shift of this size must be included before a barrier close to the spinodal is computed. The number holds for an ideal insulating layer. At zero voltage the field in such a layer would be about 7 MV/cm, so in a real one leakage or trapped charge may compensate part of the polarization and change the shift.

The parameters are in the rough regime of a thin hafnium zirconium oxide capacitor, for which a thickness of 10 nm and a remanent polarization near 20 uC/cm² are ordinary. That value is an average over a polycrystalline film and can be well below the spontaneous polarization of a single polar grain, so the barrier density of Section 7 is a model value and not a property of the crystal. The model susceptibility in the well, about 22, is of the same order as the rough measured permittivity of 30. The spinodal field of 2 MV/cm is a model choice; it lies above the rough measured coercive field of 1 MV/cm and at half of a rough breakdown field of 4 MV/cm. Real polycrystalline films break the assumption of uniform switching. Here the side-face nucleus moves the escape field by about 4%, but this is not the full effect of nonuniform switching, since a nucleus at a corner can move it further. The gap to the measured coercive field is therefore not explained here. Defects, grain boundaries and a spread of grain properties may also contribute, but they were not computed. The chosen wall half-width is also comparable with a lattice spacing, so the continuum gradient energy is itself a rough approximation.

Tunnelling is a minor omission at 300 K. For weakly damped motion it takes over from thermal hopping when ħ/(kT) exceeds the period of small oscillations about the barrier top in the inverted potential. For a period of 1 ps this gives a temperature of about 8 K. The temperature is inversely proportional to the period, so a period of 0.1 ps, closer to that of a polar lattice vibration, gives about 80 K, still well below 300 K.

The numerical output below lists the barriers at further fields.

Numbers as computed

```
GENERAL RESULTS
exponent at the spinodal: 1.500000
coefficient, numerical limit: 0.967700
coefficient 32 sqrt(6)/81: 0.967700
relative correction / eps: 0.027778 (1/36 = 0.027778)
local exponent at zero field: 1.5396
side-face nucleus exponent: 1.2500
INPUTS (rough, hafnium zirconium oxide regime)
remanent polarization: 20.0 uC/cm2
spinodal field: 2.00 MV/cm
film thickness: 10.0 nm, grain side: 5.0 nm
wall half-width: 0.50 nm, temperature: 300 K
attempt time: 1.0e-12 s, wait: 1.0e-06 s
LANDAU MODEL
a: 2.5981e+11 cm/F
b: 6.4952e+20 cm^5/(F C^2)
spinodal polarization: 11.547 uC/cm2
relative susceptibility in well: 21.74
zero-field barrier density: 0.16216 eV/nm3
law prefactor: 0.15692 eV/nm3
law prefactor: 25.142 J/cm3
grain volume: 250.0 nm3
BARRIERS: E (MV/cm) | eps | exact, law (eV/nm3) | exponent
0.00 | 1.000 | 1.6216e-01, 1.5692e-01 | 1.5396
1.00 | 0.500 | 5.6317e-02, 5.5480e-02 | 1.5162
1.60 | 0.200 | 1.4116e-02, 1.4035e-02 | 1.5059
1.80 | 0.100 | 4.9763e-03, 4.9623e-03 | 1.5029
1.90 | 0.050 | 1.7569e-03, 1.7544e-03 | 1.5014
1.98 | 0.010 | 1.5697e-04, 1.5692e-04 | 1.5003
GRAIN: E (MV/cm) | uniform (eV) | side-face nucleus (eV)
1.00 | 14.0793 | 3.7457
1.60 | 3.5290 | 1.1141
1.80 | 1.2441 | 0.4575
1.90 | 0.4392 | 0.1897
THERMAL ESCAPE
kT: 0.02585 eV, barrier for the wait: 0.3572 eV
eps, uniform exact: 0.04357, from law: 0.04360
escape field, uniform: 1.9129 MV/cm
same with slowed attempts: 1.9191 MV/cm
escape field, side-face nucleus: 1.8353 MV/cm
NEGLECTED EFFECTS
nucleus barrier at uniform escape: 0.1594 eV
unstable modes there: uniform 3, nucleus 1
uniform saddle has one unstable mode for eps < 9.287e-04
uniform barrier at that eps: 1.110e-03 eV
interface layer: 0.5 nm, permittivity 30, film background 10
spinodal voltage: bare 2.000 V, layer 1.820 V
sextic/quartic force at bare remanence: 0.10
sextic: field shift -1.56 %, exponent 1.5000
tunnelling crossover temperature: 7.64 K
rough breakdown field: 4.0 MV/cm, spinodal/breakdown: 0.50
```
